# Thickness dependence of roughness-limited mobility in a one-subband film

## The problem

Electrons of effective mass $m$ and spin degeneracy two are confined between two impenetrable walls. The potential between the walls is flat. The mean film thickness is $d$, and the local thickness at the in-plane position $\mathbf r$ is $d+\Delta(\mathbf r)$, where

$$
\langle\Delta(\mathbf r)\rangle=0,\qquad 
\langle\Delta(\mathbf r)\Delta(\mathbf r')\rangle=W\,\delta(\mathbf r-\mathbf r').
$$

Since the two-dimensional delta function is an inverse area, $W$ has the dimension length$^4$. The temperature is zero, and the areal density $n$ is low enough that only the lowest subband is occupied. Both $n$ and $W$ stay the same when $d$ is changed.

1. Up to what thickness is one subband occupied?
2. Which in-plane potential does the roughness produce, to first order in $\Delta$? Does the answer require roughness that varies slowly on the scale of $d$?
3. Find the mobility $\mu$ to lowest order in $W$, and its dependence on $d$, $m$ and $n$.
4. Evaluate it for $m=1$, $n=0.01\,a_0^{-2}$, $W=\pi\Delta_{\rm rms}^2\Lambda^2$ with $\Delta_{\rm rms}=0.3\,a_0$ and $\Lambda=1\,a_0$, at $d=10$, 15 and $20\,a_0$.

Hartree atomic units are used: $\hbar=e=m_e=a_0=1$. The electrons are independent, so screening and the Coulomb field of the deformed charge are left out, as are phonons, impurities and interference corrections to the conductivity.

A delta-correlated surface taken literally has infinite $\langle\Delta^2\rangle$. "White" here means that the roughness spectrum is flat for all wave numbers that elastic scattering can transfer, $q\le 2k_F$, and is cut off somewhere above. The surface then has a finite height and finite slopes. The height is assumed small compared with $d$, and the slopes small compared with one.

## Hints

**Hint 1.** Compare the Fermi energy, measured from the bottom of the first subband, with the distance to the second.

**Hint 2.** Stretch the coordinate $z$ so that the walls become flat. The roughness then moves from the boundary condition into the Hamiltonian. Rescale the wave function so that its norm keeps the usual form, and take the expectation value in the lowest subband.

**Hint 3.** White noise gives the same mean squared matrix element for every scattering angle. Consider what this does to the factor $1-\cos\theta$ in the momentum relaxation rate.

**Hint 4.** Count the powers of $d$ in the matrix element, then ask whether the density of final states depends on $d$.

## Full solution

### 1. The one-subband condition

For flat walls the subband functions and energies are

$$
\varphi_j(z)=\sqrt{\tfrac2d}\,\sin\frac{j\pi z}{d},\qquad E_j=\frac{\pi^2j^2}{2md^2}.
$$

Two spin states per in-plane wave vector fill a disk of radius $k_F$, so

$$
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad E_F=\frac{k_F^2}{2m}=\frac{\pi n}{m},
$$

with $E_F$ measured from $E_1$. The second subband stays empty if $E_F<E_2-E_1=3\pi^2/(2md^2)$, that is, if

$$
n d^2<\frac{3\pi}{2}.
$$

### 2. The roughness potential

The Hamiltonian is $-(\nabla^2+\partial_z^2)/(2m)$, where $\nabla$ acts in the plane, and the wave function $\psi$ vanishes at $z=0$ and $z=d+\Delta$. Let $\eta=\Delta/d$ and define

$$
u=\frac{z}{1+\eta(\mathbf r)},\qquad \psi(\mathbf r,z)=f(\mathbf r,u).
$$

The walls now lie at $u=0$ and $u=d$. All expressions below are kept to first order in $\eta$. The chain rule gives

$$
\partial_z^2\to(1-2\eta)\,\partial_u^2,\qquad \nabla\to\nabla-u(\nabla\eta)\,\partial_u ,
$$

because $\nabla u$ at fixed $z$ is $-u\nabla\eta$. Applying the second replacement twice,

$$
\nabla^2\to\nabla^2-\left(\nabla^2\eta+2\nabla\eta\cdot\nabla\right)u\,\partial_u .
$$

The term with $\nabla^2\eta$ arises when the outer gradient acts on $\nabla\eta$; the factor 2 collects the two orders in which one gradient acts on $f$.

Since $dz=(1+\eta)\,du$, the function with the usual norm in the flat film is $\chi=(1+\eta/2)f$. This rescaling adds $\tfrac12[\eta,H_0]$ to the Hamiltonian, where $H_0$ is that of the flat film:

$$
\tfrac12[\eta,H_0]\chi=-\frac{1}{4m}\left[\eta\nabla^2\chi-\nabla^2(\eta\chi)\right]
=\frac{1}{4m}\left(\nabla^2\eta+2\nabla\eta\cdot\nabla\right)\chi .
$$

The whole first-order perturbation is therefore

$$
H_1=\frac{\eta}{m}\,\partial_u^2+\frac{1}{2m}\left(\nabla^2\eta+2\nabla\eta\cdot\nabla\right)\left(u\,\partial_u+\tfrac12\right).
$$

For scattering within the lowest subband the operators in $u$ are replaced by their expectation values in $\varphi_1$. Integration by parts gives

$$
\int_0^d\varphi_1u\varphi_1'\,du=\tfrac12\left[u\varphi_1^2\right]_0^d-\tfrac12\int_0^d\varphi_1^2\,du=-\tfrac12 .
$$

The second bracket in $H_1$ thus averages to zero, and the gradient terms drop out. With $\langle\partial_u^2\rangle=-\pi^2/d^2$,

$$
V(\mathbf r)=-\frac{\pi^2}{md^3}\,\Delta(\mathbf r).
$$

This equals $\Delta\,dE_1/dd$: a thicker place has a lower confinement energy. The derivation did not assume that $\Delta$ varies slowly on the scale of $d$, so slow variation is not needed at this order. Coupling to the empty subbands changes the scattering amplitude only from second order in $\Delta$ on.

If the lower wall is displaced too, by $b(\mathbf r)$, then $z=b+u(1+\eta)$, where $\eta d$ is still the change in thickness. The extra term in $H_1$ is $\frac{1}{2m}(\nabla^2b+2\nabla b\cdot\nabla)\,\partial_u$. Its average vanishes because $\int\varphi_1\varphi_1'\,du=\frac12[\varphi_1^2]_0^d=0$. To first order, a common displacement of both walls does not scatter within the subband.

**A numerical test of the coupling.** For a ripple $\Delta=a\cos qx$, the potential couples the degenerate states with wave numbers $\pm q/2$ through a matrix element of size $\pi^2a/(2md^3)$. The two levels split by twice this amount, $\pi^2a/(md^3)$. For $d=10\,a_0$ and $a=0.02\,a_0$ the formula gives $1.9739\times10^{-4}$ hartree. Diagonalizing the Schrödinger problem in the rippled strip gives $1.9739\times10^{-4}$ at $q=2k_F$ and $1.973\times10^{-4}$ at $q=2\,a_0^{-1}$ (the basis of five sine functions across the film gives $1.97338\times10^{-4}$; the converged value is $1.97332\times10^{-4}$). In the second case $qd=20$, so the ripple is much shorter than a slow-variation argument would allow, yet the relative difference from the formula is only about $3\times10^{-4}$. When the upper wall has amplitude $0.04\,a_0$ and the lower wall $0.02\,a_0$ in phase, the splitting at $q=2k_F$ is again $1.974\times10^{-4}$ hartree, so only the change in thickness counts. When both walls move together, the splitting is $2\times10^{-15}$ hartree, which is numerically zero. For a cosine ripple this zero holds at any amplitude, because a shift by half a period combined with reflection of $z$ is a symmetry of the strip. Such a ripple still couples the states $\pm q$, with a splitting proportional to $a^2$.

### 3. Scattering rate and mobility

Let $C=\pi^2/(md^3)$, so that $V=-C\Delta$, and let the film have area $A$. Between plane waves with $\mathbf q=\mathbf k'-\mathbf k$, the mean squared matrix element is

$$
\left\langle|V_{\mathbf k'\mathbf k}|^2\right\rangle=\frac{C^2}{A^2}\iint e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}\,W\delta(\mathbf r-\mathbf r')\,d^2r\,d^2r'=\frac{C^2W}{A}.
$$

It does not depend on $\mathbf q$. In a weak electric field the change $\delta f$ of the distribution is proportional to the cosine of the angle between $\mathbf k$ and the field. Elastic scattering with a rate that depends only on the angle $\theta$ between $\mathbf k$ and $\mathbf k'$ makes such a change decay at the golden-rule rate weighted with $1-\cos\theta$:

$$
\frac1\tau=2\pi\,A\int\frac{d^2k'}{(2\pi)^2}\,\frac{C^2W}{A}\,(1-\cos\theta)\,\delta\!\left(\frac{k^2-k'^2}{2m}\right).
$$

Only one spin direction is summed, because the roughness does not flip spins. The radial integral $\int k'dk'\,\delta(\dots)$ equals $m$, and the angular integral of $1-\cos\theta$ equals $2\pi$. Hence

$$
\frac1\tau=2\pi\cdot\frac{m}{2\pi}\cdot C^2W=mC^2W=\frac{\pi^4W}{m\,d^6}.
$$

The cosine integrates to zero, so the momentum lifetime equals the lifetime of a plane-wave state.

To obtain the mobility, let the field $F$ act on electrons of charge $-1$. The stationary Boltzmann equation $-\mathbf F\cdot\nabla_{\mathbf k}f_0=-\delta f/\tau$ gives $\delta f=\tau\,\mathbf F\cdot\mathbf v\,f_0'(\varepsilon)$. At zero temperature $f_0'=-\delta(\varepsilon-E_F)$, and the density of states for both spins is $m/\pi$. The current density is

$$
j=-2\int\frac{d^2k}{(2\pi)^2}\,v_x\,\delta f=F\tau\,\frac m\pi\,\frac{v_F^2}{2}=F\tau\,\frac{k_F^2}{2\pi m}=\frac{n\tau}{m}F,
$$

where $v_x^2$ has been averaged over angle to $v_F^2/2$. Since $j=n\mu F$, the mobility is $\mu=\tau/m$:

$$
\boxed{\;\mu=\frac{d^6}{\pi^4W}\;}\qquad\text{or, with units restored,}\qquad \mu=\frac{e\,d^6}{\pi^4\hbar W}.
$$

The confinement energy falls as $d^{-2}$, its sensitivity to thickness as $d^{-3}$, and the squared coupling as $d^{-6}$. The density of final states in two dimensions does not depend on $d$, so no further power enters.

The mass cancels. A heavier electron has a smaller confinement energy, which contributes $m^{-2}$ to the rate; it has more final states, which contributes $m$; and it responds less to the field, which contributes $1/m$ to the mobility. The density cancels because neither the matrix element nor the density of states depends on energy. Both cancellations hold for unscreened electrons only; see the caveat in section 4.

At fixed $n$ the sheet conductivity $n\mu$ also grows as $d^6$. The resistivity of the film as a three-dimensional body,

$$
\rho=\frac{d}{n\mu}=\frac{\pi^4W}{n\,d^5},
$$

falls as $d^{-5}$. The power is one lower than for the sheet because the same electrons are spread over a larger cross-section, which by itself would raise $\rho$ in proportion to $d$.

**A numerical test of the rate.** Two-dimensional waves were propagated over random thickness landscapes, with the local subband energy $\pi^2/[2m(d+\Delta)^2]$ as the potential and with parameters for which the formula predicts a decay rate of 0.0200 atomic units. This tests the golden-rule step; the coupling itself was tested in the rippled strip above. The fitted rates were 0.0202 for the momentum and 0.0195 for the occupation of the initial state. They agree with the prediction to 1 and 2.5 per cent, within the 12 per cent allowed for the finite number of samples and for corrections beyond lowest order.

### 4. The numbers

The roughness strength is $W=\pi(0.3)^2(1)^2=0.2827\,a_0^4$. The Fermi wave number is $k_F=\sqrt{2\pi\times0.01}=0.2507\,a_0^{-1}$, and one subband is occupied for $d<21.7\,a_0$. At $d=10\,a_0$,

$$
\mu=\frac{10^6}{97.41\times0.2827}=3.63\times10^4\ \text{a.u.}=1.54\times10^3\ \text{cm}^2/(\text{V s}).
$$

| $d$ ($a_0$) | $nd^2$ | $\mu$ (a.u.) | $\rho$ (a.u.) |
|---|---|---|---|
| 10 | 1.00 | $3.63\times10^4$ | $2.75\times10^{-2}$ |
| 15 | 2.25 | $4.14\times10^5$ | $3.63\times10^{-3}$ |
| 20 | 4.00 | $2.32\times10^6$ | $8.61\times10^{-4}$ |

Doubling the thickness from 10 to $20\,a_0$ multiplies the mobility by $2^6=64$ and divides the resistivity by $2^5=32$. A separate evaluation, which combines the diagonalized splittings with explicitly counted final states, gives an exponent of 6.0000 over this range.

With $\tau=m\mu$ and mean free path $\ell=k_F\tau/m$, the product $k_F\ell=k_F^2\tau/m$ is about $2.3\times10^3$ at $d=10\,a_0$ and larger in the thicker films. The scattering is weak, as the golden rule requires.

The slopes deserve more caution. If the height correlation is $\Delta_{\rm rms}^2e^{-r^2/\Lambda^2}$, the mean squared slope is minus its Laplacian at $r=0$, which is $4\Delta_{\rm rms}^2/\Lambda^2$. The rms slope is then 0.6, which is not small, so the table gives the leading-order formula and not an accurate prediction for that surface. A height ten times smaller has a slope of 0.06 and, because $W\propto\Delta_{\rm rms}^2$, mobilities one hundred times larger, with the same dependence on $d$.

Screening, left out above, is not small for these parameters. In a background of permittivity $\epsilon_b$ the static random-phase dielectric function for $q\le2k_F$ is $1+2mG(q)/(\epsilon_bq)$, where $G(q)=\iint\varphi_1^2(z)\varphi_1^2(z')e^{-q|z-z'|}dz\,dz'$. For $m=\epsilon_b=1$ the screening wave number $2\,a_0^{-1}$ is four times $2k_F$. Dividing the matrix element by this function raises the tabulated mobilities by factors of about 10, 7.5 and 6, lowers the exponent between 10 and $20\,a_0$ to about 5.1, and makes $\mu$ fall roughly as $1/n$. For $\epsilon_b=10$ the factors are 1.3 to 1.6 and the exponent is about 5.8. These are estimates, since the gas is dilute ($r_s\approx5.6$ for $\epsilon_b=1$), but they show that the pure sixth power and the independence of $n$ and $m$ require $2m/\epsilon_b\ll2k_F$.

The one-subband condition also limits the use of the law for metals. At fixed volume density $n_3$ one has $n=n_3d$, and the condition becomes $d<(3\pi/2n_3)^{1/3}$. For $n_3=0.01\,a_0^{-3}$, a round value of metallic order, this is $7.8\,a_0$, or 0.41 nm, which is comparable with an atomic spacing. An ordinary metal interconnect is much thicker and has many occupied subbands; scattering between them then enters at the same order, and the present result does not apply.

## Variation 1: roughness with a finite correlation length

**Question.** Replace the white noise by $\langle\Delta(\mathbf r)\Delta(\mathbf r')\rangle=\Delta_{\rm rms}^2e^{-|\mathbf r-\mathbf r'|^2/\Lambda^2}$. Does the power of $d$ change? What does holding $n$ fixed now accomplish?

**Solution.** The Fourier transform of the correlation is a product of two one-dimensional Gaussian integrals:

$$
W(q)=\pi\Delta_{\rm rms}^2\Lambda^2\,e^{-q^2\Lambda^2/4}.
$$

On the Fermi circle $q^2=2k_F^2(1-\cos\theta)$. With $x=k_F^2\Lambda^2/2$ the exponent is $-x(1-\cos\theta)$. The white-noise rate with $W=W(0)$ is therefore multiplied by

$$
S=\frac1\pi\int_0^\pi(1-\cos\theta)\,e^{-x(1-\cos\theta)}\,d\theta=e^{-x}\left[I_0(x)-I_1(x)\right],
$$

where $I_\nu(x)=\frac1\pi\int_0^\pi e^{x\cos\theta}\cos\nu\theta\,d\theta$ are modified Bessel functions. The mobility becomes

$$
\mu=\frac{d^6}{\pi^4W(0)\,S}.
$$

The factor $S$ depends on $k_F\Lambda$ and not on $d$. At fixed areal density $k_F$ is fixed, and the sixth power survives.

For small $x$, expansion gives $S\approx1-\tfrac32x$, and the white-noise result is recovered. In the worked example $\Lambda=1\,a_0$ gives $S=0.954$, so finite correlation raises the tabulated mobilities by about 5 per cent. For $\Lambda=10\,a_0$ and the same $W(0)$, $S=0.043$: the scattering is mostly through small angles, and the mobility is about 23 times the white-noise value.

For large $x$ the expansions $I_0\approx\frac{e^x}{\sqrt{2\pi x}}\left(1+\frac1{8x}\right)$ and $I_1\approx\frac{e^x}{\sqrt{2\pi x}}\left(1-\frac3{8x}\right)$ give

$$
S\approx\frac{1}{2x\sqrt{2\pi x}}=\frac{1}{\sqrt\pi\,(k_F\Lambda)^3}.
$$

The mobility is then proportional to $d^6n^{3/2}$. If the volume density were held fixed instead, $n\propto d$ would turn this into $d^{15/2}$. For white noise the mobility would remain proportional to $d^6$, and the sheet conductivity $n\mu$ would grow as $d^7$.

## Variation 2: walls of finite height

**Question.** Let the potential outside the film be $V_0$ instead of infinite, with the same mass everywhere. Is the local exponent $p=d\ln\mu/d\ln d$ larger or smaller than before?

**Solution.** Let $K=\sqrt{2mE_1}$, $\kappa=\sqrt{2m(V_0-E_1)}$ and $K_0=\sqrt{2mV_0}$. Matching the lowest, even state at the walls gives $K\tan(Kd/2)=\kappa$, hence $\cos(Kd/2)=K/K_0$. Differentiating $Kd/2=\arccos(K/K_0)$ with respect to $d$,

$$
\frac{K+d\,K'}{2}=-\frac{K'}{\kappa}\quad\Rightarrow\quad K'=-\frac{K}{L},\qquad L=d+\frac2\kappa .
$$

Since $E_1\propto K^2$, it follows that $E_1'=-2E_1/L$.

Moving a wall outward by a small $\Delta$ removes the potential $V_0$ from a thin layer, so $V=-V_0\,\varphi_1^2(\text{wall})\,\Delta$. A uniform displacement must reproduce $E_1'\Delta$, which fixes the coefficient: $V=E_1'\Delta$. The rate is $mWE_1'^2$, and

$$
\mu=\frac{1}{m^2W\,E_1'^2}=\frac{L^2}{4m^2W\,E_1^2}.
$$

The exponent follows from $p=d\left(2L'/L-2E_1'/E_1\right)$. Here $E_1'/E_1=-2/L$. From $\kappa^2=K_0^2-K^2$ one finds $\kappa'=-KK'/\kappa=K^2/(\kappa L)$, so $L'=1-2\kappa'/\kappa^2=1-2K^2/(\kappa^3L)$. Therefore

$$
p=\frac{6d}{L}\left(1-\frac{2K^2}{3\kappa^3L}\right)<6 .
$$

The wave function leaks into the walls, so the confinement length $L$ exceeds $d$, and a given relative change of $d$ is a smaller relative change of $L$. This accounts for the factor $d/L$. The bracket, which comes from the change of $\kappa$ with $d$, is close to one in thick films but becomes negative in very thin ones: for $V_0=0.5$ hartree and $m=1$, $p$ changes sign between $d=1$ and $2\,a_0$, and below that thickness the mobility rises as the film is thinned. As $V_0\to\infty$, $\kappa\to\infty$ and $p\to6$.

For $V_0=0.5$ hartree and $m=1$, the exponent is 4.95 at $d=10\,a_0$ and 5.45 at $d=20\,a_0$. Leakage also brings the subbands closer together. For $K\ll K_0$ the low levels are approximately those of a hard-wall film of thickness $d+2/K_0$, so the one-subband condition becomes $n(d+2/K_0)^2<3\pi/2\approx4.71$. At $d=20\,a_0$ and $n=0.01\,a_0^{-2}$ the left side is $0.01\times22^2=4.84$, which is slightly too large. The value 5.45 therefore applies to a somewhat lower density than that of the worked example.

The main computed values are listed in the numerical output below.

## Computed values

```
areal density n = 0.010 a0^-2
roughness height = 0.30 a0, length = 1.00 a0
roughness strength W = 0.28274 a0^4
Fermi wave number kF = 0.25066 a0^-1
Fermi energy above E1 = 0.03142 hartree
one-subband limit at this n: d < 21.708 a0
ripple amplitude = 0.020 a0, film d = 10 a0
splitting, formula = 1.973921e-04 hartree
splitting, q = 2kF, diagonalized = 1.973923e-04 hartree
splitting, q = 2 a0^-1, diagonalized = 1.973384e-04 hartree
splitting, walls 2:1 in phase = 1.973846e-04 hartree
splitting, rigid shift of both walls = 2.0e-15 hartree
d = 10 a0: E1 = 0.049348 hartree, n d^2 = 1.00
  tau = 3.63085e+04 a.u. of time, kF*l = 2.2813e+03
  mobility = 3.63085e+04 a.u. = 1.54470e+03 cm^2/(V s)
  mobility from diagonalization = 3.63138e+04 a.u.
  resistivity = 2.7542e-02 a.u. = 5.9875e-01 microohm cm
d = 15 a0: E1 = 0.021932 hartree, n d^2 = 2.25
  tau = 4.13576e+05 a.u. of time, kF*l = 2.5986e+04
  mobility = 4.13576e+05 a.u. = 1.75951e+04 cm^2/(V s)
  mobility from diagonalization = 4.13645e+05 a.u.
  resistivity = 3.6269e-03 a.u. = 7.8848e-02 microohm cm
d = 20 a0: E1 = 0.012337 hartree, n d^2 = 4.00
  tau = 2.32374e+06 a.u. of time, kF*l = 1.4601e+05
  mobility = 2.32374e+06 a.u. = 9.88609e+04 cm^2/(V s)
  mobility from diagonalization = 2.32415e+06 a.u.
  resistivity = 8.6068e-04 a.u. = 1.8711e-02 microohm cm
exponent from diagonalization, d = 10 to 20 a0: 6.0000
dynamics: predicted rate = 0.0200 a.u.
dynamics: momentum decay rate = 0.0202 a.u.
dynamics: initial-state decay rate = 0.0195 a.u.
rate factor S, length 1 a0 = 0.9541
rate factor S, length 10 a0 = 0.0426
wall height = 0.50 hartree
local exponent, finite walls, d = 10 a0: 4.949
local exponent, finite walls, d = 20 a0: 5.446
volume density = 0.010 a0^-3: one subband needs d < 7.782 a0 = 0.412 nm
```
